# Spin Susceptibility of the Free-Electron Gas and the RKKY Interaction

**Q:** Two magnetic atoms sit in a metal, too far apart for their own orbitals to overlap. Why should either care which way the other points?

**A:** Each atom polarizes the conduction electrons around it, and the other atom feels that polarization. To make this calculable, take non-interacting electrons in three dimensions at zero temperature, with energy $\varepsilon_k=k^2/2$ in Hartree atomic units. Both spin states are filled up to $k_F$. The atoms are fixed, dimensionless spin vectors $\mathbf S_i$ at positions $\mathbf R_i$, coupled by contact to the electron spin density $\mathbf s$:

$$H'=-J_c\sum_i \mathbf S_i\cdot\mathbf s(\mathbf R_i),\qquad \mathbf s=\tfrac12\sum_{\alpha\beta}\psi^\dagger_\alpha\boldsymbol\sigma_{\alpha\beta}\psi_\beta .$$

Here $J_c$ is an energy times a volume. This is a special case of $H'=-\int\mathbf h\cdot\mathbf s\,d^3r$, with $\mathbf h(\mathbf r)=J_c\sum_i\mathbf S_i\,\delta(\mathbf r-\mathbf R_i)$. We need the linear response $\mathbf s(\mathbf q)=\chi(q)\mathbf h(\mathbf q)$. It is a scalar because the unperturbed gas is unchanged by rotations of spin and of space separately.

**Q:** Then derive the response from the wavefunctions, factors of one half included.

**A:** Let $\mathbf h$ point along $z$. An electron with spin $\sigma=\pm1$ has $s_z=\sigma/2$, so it sees the potential $U_\sigma=-\sigma h/2$. Let $U$ have Fourier components $U_{\mathbf q}$ and $U_{-\mathbf q}=U_{\mathbf q}^*$. To first order, in volume $V$,

$$\psi_{\mathbf k}=\frac1{\sqrt V}\left[e^{i\mathbf k\cdot\mathbf r}+\sum_{\mathbf p=\pm\mathbf q}\frac{U_{\mathbf p}\,e^{i(\mathbf k+\mathbf p)\cdot\mathbf r}}{\varepsilon_k-\varepsilon_{\mathbf k+\mathbf p}}\right].$$

The part of $|\psi_{\mathbf k}|^2$ varying as $e^{i\mathbf q\cdot\mathbf r}$ has one contribution from $\mathbf p=\mathbf q$ and one from the complex conjugate of $\mathbf p=-\mathbf q$:

$$\frac{U_{\mathbf q}}V\left[\frac1{\varepsilon_k-\varepsilon_{\mathbf k+\mathbf q}}+\frac1{\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

Sum over filled states, with occupation $f_{\mathbf k}$, and shift $\mathbf k\to\mathbf k+\mathbf q$ in the second term. The density change of one spin species is $\delta n_\sigma(\mathbf q)=-\Pi(q)\,U_\sigma(\mathbf q)$, with

$$\Pi(q)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k}.$$

The spin density is $s_z=\frac12\sum_\sigma\sigma\,\delta n_\sigma=\frac12\sum_\sigma\sigma^2\,\Pi h/2=\Pi h/2$. Hence $\chi=\Pi/2$.

**Q:** The denominator vanishes whenever $\mathbf k$ and $\mathbf k+\mathbf q$ have equal energy. Is the integral even defined?

**A:** States with equal energy are both filled or both empty, so the numerator vanishes there too. The only contributions have one state inside the Fermi sphere and the other outside. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ exchanges these two cases and reverses the signs of both numerator and denominator, so they contribute equally. Keep $\mathbf k$ inside and $\mathbf k+\mathbf q$ outside, and multiply by 2. With $z$ along $\mathbf q$, the denominator is $\mathbf k\cdot\mathbf q+q^2/2=qu$, where $u=k_z+q/2>0$.

Slice the allowed region at fixed $k_z$, first for $q<2k_F$.

For $-q/2<k_z<k_F-q$, the slice is a ring of area $\pi[(k_z+q)^2-k_z^2]=2\pi qu$. Division by $qu$ leaves $2\pi$, and the interval has length $k_F-q/2$. This part gives $2\pi k_F-\pi q$.

For $k_F-q<k_z<k_F$, the slice is a full disc of area $\pi(k_F^2-k_z^2)$. Since $k_z=u-q/2$, this part gives

$$\frac{\pi}{q}\int_{k_F-q/2}^{k_F+q/2}\left[\frac{k_F^2-q^2/4}{u}+q-u\right]du
=\pi\left[\frac{k_F^2-q^2/4}{q}\ln\frac{k_F+q/2}{k_F-q/2}+q-k_F\right].$$

The terms in $\pi q$ cancel in the sum. For $q>2k_F$ every slice is a full disc, $u$ runs from $q/2-k_F$ to $q/2+k_F$, and the last two terms of the integrand give $2qk_F-qk_F=qk_F$. Both cases therefore give

$$\pi\left[k_F+\frac{k_F^2-q^2/4}{q}\ln\left|\frac{2k_F+q}{2k_F-q}\right|\right]=2\pi k_F\,L(x),\qquad x=\frac q{2k_F},$$

$$L(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

Multiplying by $2/(2\pi)^3$ gives $\Pi=k_FL/(2\pi^2)$, so

$$\chi(q)=\chi_0L(q/2k_F),\qquad \chi_0=\frac{k_F}{4\pi^2}.$$

**Q:** Does this reproduce the uniform Pauli response?

**A:** For small $x$ the logarithm is $2x+2x^3/3+\dots$, so $L=1-x^2/3+\dots$ and $\chi(0)=\chi_0$. Directly, a uniform $h$ shifts the two spin bands by $\mp h/2$. The density of states per spin at the Fermi energy is $k_F/(2\pi^2)$, so $s_z=\frac12\cdot2\cdot\frac h2\cdot\frac{k_F}{2\pi^2}=\chi_0h$, as required.

For large $x$ the logarithm is $2/x+2/(3x^3)+\dots$. The product in $L$ becomes $-\frac12+\frac1{3x^2}+\dots$, leaving $L\to1/(3x^2)$: the gas follows rapid spatial variations poorly.

As a test of the response theory as well as of the integral, electrons in a weak periodic spin field were diagonalized. The second-order change of their grand potential agrees with $\chi(q)$ to a few parts in $10^5$ at the three wavevectors tried.

**Q:** $L$ falls smoothly from 1 to 0. I see nothing in it that could oscillate.

**A:** It is continuous, but not smooth at $x=1$. Put $x=1+u$, where $u$ is now a small dimensionless distance from that point. Then

$$\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|=-\frac{u(2+u)}{4(1+u)}\left[\ln(2+u)-\ln|u|\right].$$

The leading singular term is $\frac u2\ln|u|$, and the slope diverges as $\frac12\ln|u|$. Centred finite differences with step $u/10$, which shift each slope by just under $0.001$, give $dL/dx\approx-3.298$ at $u=10^{-3}$ and $-5.604$ at $u=10^{-5}$. The difference, 2.306, is close to the predicted $\frac12\ln100=2.303$. The wavevector $2k_F$ spans the Fermi sphere. Beyond it, no two points of the sphere are joined by $\mathbf q$.

**Q:** Before going to real space, how does a response become an energy? I suspect a missing factor of one half.

**A:** Turn the field on as $\lambda\mathbf h$, with $\lambda$ from 0 to 1. The energy derivative is the expectation value of the derivative of the Hamiltonian:

$$\frac{dE}{d\lambda}=-\int\mathbf h\cdot\langle\mathbf s\rangle_\lambda\,d^3r=-\lambda\iint\mathbf h(\mathbf r)\cdot\chi(\mathbf r-\mathbf r')\,\mathbf h(\mathbf r')\,d^3r\,d^3r'.$$

Integrating $\lambda$ gives the factor $\frac12$. Inserting the delta functions gives

$$E=-\frac{J_c^2}2\sum_{ij}\mathbf S_i\cdot\mathbf S_j\,\chi(\mathbf R_i-\mathbf R_j).$$

The terms $i=j$ do not depend on the separation. They diverge for an ideal point coupling, and a finite atomic size would cut them off. For two spins, the terms $(1,2)$ and $(2,1)$ are equal and cancel the $\frac12$:

$$E_{12}=-J_c^2\,\chi(R)\,\mathbf S_1\cdot\mathbf S_2 .$$

Positive $\chi(R)$ favours parallel spins.

**Q:** Now find $\chi(R)$, and do not drop the singularity on the way.

**A:** The angular average of $e^{i\mathbf q\cdot\mathbf R}$ is $\sin(qR)/(qR)$. With $q=2k_Fx$ and $y=2k_FR$,

$$\chi(R)=\frac1{2\pi^2R}\int_0^\infty q\,\chi(q)\sin(qR)\,dq=\frac{\chi_0(2k_F)^3}{2\pi^2y}\,I(y),\qquad I=\int_0^\infty g\sin(xy)\,dx,$$

where $g=xL$. Write $\ell=\ln|(1+x)/(1-x)|$, for which $\ell'=2/(1-x^2)$. Then

$$g=\frac x2+\frac{1-x^2}4\,\ell,\qquad g'=1-\frac{x\ell}2,\qquad g''=-\frac\ell2-\frac x{1-x^2}.$$

Integrate by parts twice. The first boundary term contains $g\cos(xy)$, which vanishes at both ends because $g(0)=0$ and $g\to1/(3x)$. The second contains $g'\sin(xy)$, which also vanishes at both ends. At $x=1$, where $g'$ diverges logarithmically, remove the interval $(1-\eta,1+\eta)$. The logarithms on its two sides are equal up to terms that vanish with $\eta$, so their boundary terms cancel, and a principal value $P$ remains:

$$I=-\frac1{y^2}\,P\!\int_0^\infty g''\sin(xy)\,dx=\frac1{y^2}\left[\frac A2+B\right],$$

$$A=\int_0^\infty\ell\sin(xy)\,dx,\qquad B=P\!\int_0^\infty\frac{x\sin(xy)}{1-x^2}\,dx .$$

Both follow from one integral. With $x=a+t$ and $y>0$,

$$P\!\int_{-\infty}^\infty\frac{e^{ixy}}{x-a}\,dx=e^{iay}\,i\int_{-\infty}^\infty\frac{\sin(ty)}t\,dt=i\pi e^{iay},$$

since the cosine part is odd in $t$.

For $B$, use $\frac x{1-x^2}=-\frac12\left[\frac1{x-1}+\frac1{x+1}\right]$. The full-line integral of this factor times $e^{ixy}$ is $-\frac{i\pi}2(e^{iy}+e^{-iy})=-i\pi\cos y$. Half its imaginary part is $B=-\frac\pi2\cos y$.

For $A$, integrate by parts once. The boundary terms vanish or cancel as before, leaving $A=\frac2y\,P\!\int_0^\infty\frac{\cos(xy)}{1-x^2}dx$. Since $\frac1{1-x^2}=\frac12\left[\frac1{x+1}-\frac1{x-1}\right]$, the full-line integral with $e^{ixy}$ is $\frac{i\pi}2(e^{-iy}-e^{iy})=\pi\sin y$. The half-line integral is $\frac\pi2\sin y$, so $A=\pi\sin y/y$. Therefore

$$I(y)=\frac\pi2\,\frac{\sin y-y\cos y}{y^3},$$

and, since $\frac{k_F}{4\pi^2}\cdot\frac{8k_F^3}{2\pi^2}\cdot\frac\pi2=\frac{k_F^4}{2\pi^3}$,

$$\chi(R)=\frac{k_F^4}{2\pi^3}\,\frac{\sin y-y\cos y}{y^4},\qquad y=2k_FR .$$

**Q:** That has a fourth power in the denominator. Where is the inverse cube?

**A:** The numerator grows with $y$. For $y\gg1$, $-y\cos y$ dominates, and

$$\chi(R)\to-\frac{k_F\cos(2k_FR)}{16\pi^3R^3},\qquad E_{12}\to\frac{J_c^2k_F\cos(2k_FR)}{16\pi^3R^3}\,\mathbf S_1\cdot\mathbf S_2 .$$

The correction can be kept in closed form:

$$y\cos y-\sin y=\sqrt{1+y^2}\,\cos\!\left(y+\arctan\frac1y\right).$$

To check it, expand the cosine, using $\cos\arctan(1/y)=y/\sqrt{1+y^2}$ and $\sin\arctan(1/y)=1/\sqrt{1+y^2}$. The envelope is thus $\sqrt{1+y^2}/y^4$, an inverse cube only at large $y$. The sign changes satisfy $\tan y=y$, and their spacing in $R$ approaches half the period $\pi/k_F$.

At short distance, $\sin y-y\cos y\to y^3/3$, so $\chi\to k_F^3/(12\pi^3R)$. The coupling is ferromagnetic there, with no inverse-cube divergence.

**Q:** You blame the singularity at $2k_F$ for the oscillation. Perhaps it merely sits at the same wavevector.

**A:** Transform the singular term by itself, with a smooth cutoff far from $u=0$. Since $\sin[(1+u)y]=\sin y\cos(uy)+\cos y\sin(uy)$ and $u\ln|u|$ is odd,

$$\int\frac u2\ln|u|\,\sin[(1+u)y]\,du=\frac{\cos y}2\int u\ln|u|\sin(uy)\,du .$$

One integration by parts gives $\int\ln|u|\cos(uy)\,du\to-\frac1y\int\frac{\sin(uy)}u\,du=-\frac\pi y$. Minus its derivative with respect to $y$ gives $\int u\ln|u|\sin(uy)\,du\to-\pi/y^2$. The singular term therefore contributes $-\pi\cos y/(2y^2)$, which is the whole leading part of $I$. The factor $1/y$ in front of $I$ turns this into the inverse cube.

A numerical test multiplies $g$ by the smooth window $\exp\{-[(x-1)/0.4]^4\}$. At $y=60$ the windowed transform is 0.9997 of the full one, so wavevectors near $2k_F$ carry the distant signal.

**Q:** Can I see the same thing without Fourier transforms?

**A:** Put one spin at the origin and let it scatter the electrons. A weak point potential $v\,\delta(\mathbf r)$ produces the scattered wave $-v\,e^{ikr}/(2\pi r)$, which corresponds to an s-wave phase shift $\delta=-ka$ with $a=v/(2\pi)$. The density change per spin is

$$\delta n=\frac1{2\pi^2r^2}\int_0^{k_F}\left[\sin^2(kr+\delta)-\sin^2kr\right]dk\simeq-\frac a{2\pi^2r^2}\int_0^{k_F}k\sin(2kr)\,dk .$$

The last integral is $-\frac{k_F\cos2k_Fr}{2r}+\frac{\sin2k_Fr}{4r^2}=\frac{\sin y-y\cos y}{4r^2}$, where $y=2k_Fr$. For $v_\sigma=-\sigma J_cS/2$, we have $a_\sigma=-\sigma J_cS/(4\pi)$, and

$$s_z=\frac12\sum_\sigma\sigma\,\delta n_\sigma=J_cS\,\frac{\sin y-y\cos y}{32\pi^3r^4}=J_cS\,\chi(r).$$

Each filled state contributes a ripple $\sin(2kr)$. Ripples of different $k$ largely cancel, and the abrupt end of the sum at $k_F$ leaves the ripple at $2k_F$. Scattering from a small, weak spherical well (radius $0.05\,a_0$, $J_cS\approx5\times10^{-4}$ hartree $a_0^3$), computed without expanding the phase shift, agrees with this formula to about 0.02% at the three distances tried.

**Q:** If the polarization alternates in sign, does the total moment vanish?

**A:** No. The moment within radius $R$, per unit of $J_cS$, is

$$\int_0^R4\pi r^2\chi(r)\,dr=\chi_0\int_0^{2k_FR}\frac{\sin y-y\cos y}{y^2}\,dy=\chi_0\left[1-\frac{\sin(2k_FR)}{2k_FR}\right],$$

because the integrand is the derivative of $-\sin y/y$. The total is the uniform response $\chi_0$, approached with slowly decaying oscillations.

**Q:** Give me numbers, including one where the asymptotic formula does badly.

**A:** Take round model parameters: $k_F=0.7\,a_0^{-1}$, $J_c=2$ hartree $a_0^3$ and $S=1$. At $R=5\,a_0$, $y=2(0.7)(5)=7$, and

$$J_c^2\chi=\frac{4(0.7)^4}{2\pi^3}\cdot\frac{\sin7-7\cos7}{7^4}=(1.549\times10^{-2})(-1.924\times10^{-3})=-2.98\times10^{-5}\ \text{hartree},$$

or $-0.81$ meV. The negative sign means that antiparallel spins are lower, by twice this magnitude, 1.62 meV.

The asymptotic formula gives $-34.0$ microhartree instead of $-29.8$. The ratio of full to asymptotic coupling is $1-\tan y/y$, here 0.876. At $R=3\,a_0$ the full value is 59 microhartree and the asymptotic one 102. At $9\,a_0$ they differ by only 0.3%, because $y=12.6$ is close to $4\pi$, where $\tan y$ vanishes. At $50\,a_0$ the difference is back to about 2%, so the error does not fall steadily with distance.

The first three sign changes are at 3.21, 5.52 and 7.79 $a_0$. The asymptotic period is $4.49\,a_0$, or 0.237 nm.

**Q:** Is second order good enough at that coupling strength?

**A:** Two numbers must be small. One is $k_F|a|$; the other is $|a|/b$, where $b$ is the radius of the region over which the atom's coupling is actually spread. Here $|a|=J_cS/(4\pi)=0.159\,a_0$, so $k_F|a|=0.11$. For two point scatterers of this length, including repeated scattering to all orders gives 0.985 of the second-order coupling at $5\,a_0$. Nearly all of the reduction comes from repeated scattering on each atom by itself, which changes the scattering amplitude from $-a$ to $-a/(1+ika)$. This figure covers only the $k_F|a|$ correction, because the relation between $a$ and $J_c$ was itself taken to first order, and that step needs $|a|\ll b$. If the same $J_c$ is spread uniformly over a sphere, the spin-dependent part of the scattering length exceeds $J_cS/(4\pi)$ by about 4% for $b=1\,a_0$ and 17% for $b=0.5\,a_0$. The s-wave coupling at $5\,a_0$ is then about 0.97, 1.02 and 1.12 of the second-order value for the same sphere at $b=1$, $0.5$ and $0.3\,a_0$. For $b$ well below $|a|$ second order fails altogether, so the point limit cannot be taken at fixed $J_c$. Close to a sign change the relative correction is much larger, because the second-order coupling vanishes there.

Other conditions matter as well. At temperature $T$, in energy units, the Fermi edge is blurred over $\delta k\sim T/k_F$. The ripples then lose their common phase as $2R\,\delta k$ approaches 1. For $T$ far below the Fermi energy and $k_FR\gg1$, averaging the ripple over the blurred edge multiplies the coupling by $s/\sinh s$, with $s=2\pi RT/k_F$. At $R=k_F/(2T)$ this factor is already down to 0.27, so the power law holds only at distances well below that. Electron-electron interactions, disorder and a non-spherical Fermi surface are outside this model.

**Q:** Magnetic memory uses layers, not pairs of atoms. Does the inverse cube survive?

**A:** Not for two uniform planes. Let each carry $n_s$ spins per area, with direction common to the plane, and let the same free-electron gas fill all space. One spin interacts with a whole plane at distance $D$. With in-plane distance $\rho$ and $R^2=D^2+\rho^2$, we have $\rho\,d\rho=R\,dR$, so for $k_FD\gg1$

$$\int_0^\infty2\pi\rho\,\chi(R)\,d\rho=2\pi\int_D^\infty R\,\chi(R)\,dR\simeq-\frac{k_F}{8\pi^2}\int_D^\infty\frac{\cos(2k_FR)}{R^2}\,dR\simeq\frac{\sin(2k_FD)}{16\pi^2D^2}.$$

The last step is one integration by parts, keeping the boundary term $-\sin(2k_FD)/(2k_FD^2)$. The energy per area is

$$\frac EA\simeq-J_c^2n_s^2\,\mathbf S_1\cdot\mathbf S_2\,\frac{\sin(2k_FD)}{16\pi^2D^2}.$$

The wavevector $2k_F$ survives, but summing over the plane shifts the phase by a quarter period and weakens the decay to an inverse square. This planar result is a leading-order derivation and was not checked numerically. Nor is it a prediction for a real memory stack. There the spacer grows by whole atomic planes, so the oscillation is sampled only at discrete thicknesses and can appear with a period much longer than $\pi/k_F$. The metal's actual Fermi surface and the interfaces matter too. The values behind the other checks are in the numerical output below.

## Table of computed values

```
Fermi wavenumber kF = 0.700 1/a0
contact coupling Jc = 2.000 hartree a0^3; spin S = 1.0
electron density = 0.011584 a0^-3
Fermi energy = 0.2450 hartree
uniform susceptibility chi0 = 0.017731 1/(hartree a0^3)
L at q/(2kF) = 0.40: 0.944831
L at q/(2kF) = 0.80: 0.747188
L at q/(2kF) = 0.99: 0.526600
L at q/(2kF) = 1.01: 0.473615
L at q/(2kF) = 1.50: 0.164700
L at q/(2kF) = 4.00: 0.021101
largest error of L against state sum = 5.6e-16
diagonalization/formula at q/(2kF) = 0.40: 0.99999
diagonalization/formula at q/(2kF) = 0.75: 1.00000
diagonalization/formula at q/(2kF) = 1.30: 1.00003
slope dL/dx at x = 1 + 1e-3: -3.2982
slope dL/dx at x = 1 + 1e-5: -5.6038
largest transform error / envelope = 2.9e-09
envelope exponent from transform = -3.00000
window signal / full signal at y = 60: 0.99966
well scattering/formula at R = 2 a0: 0.99989
well scattering/formula at R = 5 a0: 0.99986
well scattering/formula at R = 9 a0: 0.99977
asymptotic period pi/kF = 4.4880 a0 = 0.2375 nm
sign change 1: y = 4.4934, R = 3.2096 a0
sign change 2: y = 7.7253, R = 5.5180 a0
sign change 3: y = 10.9041, R = 7.7887 a0
R (a0) | y | Jc^2 chi(R) (microhartree) | asymptotic (microhartree)
  2.0 |   2.80 |    749.14537 |    664.74004
  3.0 |   4.20 |     59.10391 |    102.48301
  5.0 |   7.00 |    -29.80254 |    -34.04031
  7.0 |   9.80 |     14.69469 |     15.31004
  9.0 |  12.60 |     -7.71710 |     -7.73776
 20.0 |  28.00 |      0.68595 |      0.67912
 50.0 |  70.00 |     -0.02810 |     -0.02860
coupling at R = 5 a0 = -2.98025e-05 hartree = -0.8110 meV
antiparallel minus parallel energy at 5 a0 = -1.6219 meV
nominal scattering length Jc S/(4 pi) = 0.1592 a0
multiple scattering / second order at 5 a0 = 0.9854
moment fraction inside 5 a0 = 0.90614
moment fraction inside 30 a0 = 1.02182
```
